# Two-photon annihilation of massless fermions by spinor-helicity methods

## Problem

An electron of momentum \(p_1\) and a positron of momentum \(p_2\) annihilate into photons \(k_3,k_4\). Work at tree level and neglect the fermion mass. Use \(\hbar=c=1\), \(e^2=4\pi\alpha\), metric \((+,-,-,-)\) and

\[
s=(p_1+p_2)^2,\qquad t=(p_1-k_3)^2,\qquad u=(p_1-k_4)^2 .
\]

All energies are positive and \(p_1+p_2=k_3+k_4\).

1. Find the helicity amplitudes, choosing the photon reference momenta so that at most one diagram survives.
2. Find the sum of \(|M|^2\) over all helicities without a Dirac trace.
3. Evaluate the unpolarized differential cross section at \(\sqrt s=10\) GeV and \(\theta=60^\circ\), where \(\theta\) is the centre-of-mass angle between \(\mathbf p_1\) and \(\mathbf k_3\).

## Hints

**Hint 1.** A massless momentum matrix splits into products of two spinors. Use this for the propagator numerators too.

**Hint 2.** Changing a photon's reference momentum adds a multiple of its own momentum to the polarization vector. Check what that does to the sum of the diagrams.

**Hint 3.** Look at the photon matrix standing next to the positron spinor. For one photon helicity, a suitable reference momentum makes that product vanish.

**Hint 4.** Different helicity states do not interfere, and the squared modulus of a spinor bracket is twice the scalar product of its two momenta.

## Solution

### Spinors and brackets

In the chiral basis,

\[
\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad
\gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix}.
\]

For a massless momentum \(p=(E,\mathbf p)\) define

\[
R=\frac{1}{\sqrt{E+p_z}}\begin{pmatrix}E+p_z\\p_x+ip_y\end{pmatrix},\qquad
L=\begin{pmatrix}-R_2^*\\R_1^*\end{pmatrix},
\]

\[
|p\rangle=\begin{pmatrix}0\\R\end{pmatrix},\quad
|p]=\begin{pmatrix}L\\0\end{pmatrix},\quad
\langle p|=(0,L^\dagger),\quad [p|=(R^\dagger,0).
\]

The bras are the Dirac adjoints of \(|p]\) and \(|p\rangle\), respectively. A momentum along \(-z\) is reached as a limit, up to a phase.

Using \(p_x^2+p_y^2=(E+p_z)(E-p_z)\), multiplication gives \(RR^\dagger=E+\boldsymbol\sigma\cdot\mathbf p\) and \(LL^\dagger=E-\boldsymbol\sigma\cdot\mathbf p\). These are the two blocks of \(\not p\), so

\[
\not p=|p\rangle[p|+|p]\langle p| .
\]

Mixed products \(\langle i|j]\) and \([i|j\rangle\) vanish because their nonzero components do not overlap. The others are

\[
\langle ij\rangle=L_i^\dagger R_j=R_{i1}R_{j2}-R_{i2}R_{j1},\qquad
[ij]=R_i^\dagger L_j=\langle ji\rangle^* .
\]

Both are antisymmetric, so \(\langle pp\rangle=[pp]=0\), and \(\not p\) annihilates its own spinors.

The spinor \(L_i\) has spin opposite to \(\mathbf p_i\) and norm \(L_i^\dagger L_i=2E_i\), so \(L_i^\dagger\boldsymbol\sigma L_i=-2\mathbf p_i\). Therefore \(\langle i|\gamma^\mu|i]=2p_i^\mu\), and

\[
\langle ij\rangle[ji]=\langle i|\not p_j|i]=2p_i\cdot p_j=|\langle ij\rangle|^2 .
\]

Momentum conservation gives \((p_2-k_4)^2=t\) and \((p_2-k_3)^2=u\). Hence

\[
|\langle13\rangle|^2=|\langle24\rangle|^2=-t,\qquad
|\langle14\rangle|^2=|\langle23\rangle|^2=-u .
\]

### Photon polarizations

For an outgoing photon \(k\), choose a massless reference momentum \(q\) not parallel to \(k\), and set

\[
\varepsilon_+^\mu=\frac{\langle q|\gamma^\mu|k]}{\sqrt2\,\langle qk\rangle},\qquad
\varepsilon_-^\mu=(\varepsilon_+^\mu)^*=\frac{\langle k|\gamma^\mu|q]}{\sqrt2\,[kq]} .
\]

These are the complex-conjugate wave functions that belong to emission. For \(\mathbf k\) along \(z\) and \(\mathbf q\) along \(-z\), the first is \(-(0,1,-i,0)/\sqrt2\). Its conjugate is the usual wave function of helicity \(+1\), which fixes the label.

To obtain the slashed form, write \(a=L_q\), \(b=L_k\). The off-diagonal blocks of \(\langle q|\gamma^\mu|k]\gamma_\mu\) are

\[
(a^\dagger b)\,1\pm\sum_i(a^\dagger\sigma_i b)\,\sigma_i,
\]

with the plus sign in the upper right. The Pauli completeness relation gives \(\sum_i(a^\dagger\sigma_i b)\sigma_i=2ba^\dagger-(a^\dagger b)1\). The upper block is therefore \(2L_kL_q^\dagger\). The lower one is \(2[(a^\dagger b)1-ba^\dagger]\), which equals \(2R_qR_k^\dagger\) when \(L=(-R_2^*,R_1^*)\) is inserted. Thus

\[
\langle q|\gamma^\mu|k]\gamma_\mu=2\big(|k]\langle q|+|q\rangle[k|\big),
\]

\[
\not\varepsilon_+=\frac{\sqrt2}{\langle qk\rangle}\big(|k]\langle q|+|q\rangle[k|\big),\qquad
\not\varepsilon_-=\frac{\sqrt2}{[kq]}\big(|k\rangle[q|+|q]\langle k|\big).
\]

Transversality follows from \(\not k|k]=0\). For the norm, sandwich the identity between \(\langle k|\) and \(|q]\):

\[
\varepsilon_+\cdot\varepsilon_+^*=\frac{2\langle kq\rangle[kq]}{2\langle qk\rangle[kq]}=-1 .
\]

Now replace \(q\) by \(q'\). The difference of the two vectors \(\varepsilon_+\) contains the bra \(\langle q'|\langle qk\rangle-\langle q|\langle q'k\rangle\). It gives zero on \(|k\rangle\). These bras span a two-dimensional space, so it is proportional to \(\langle k|\). The change in \(\varepsilon_+^\mu\) is then proportional to \(\langle k|\gamma^\mu|k]=2k^\mu\). Conjugation gives the same conclusion for \(\varepsilon_-\).

### The two diagrams and their gauge invariance

The electron vertex is \(ie\gamma^\mu\) and the propagator is \(i\not p/p^2\). Since \((ie)^2i=-ie^2\),

\[
M=-e^2\,\bar v(p_2)\left[
\frac{\not\varepsilon_4(\not p_1-\not k_3)\not\varepsilon_3}{t}
+\frac{\not\varepsilon_3(\not p_1-\not k_4)\not\varepsilon_4}{u}
\right]u(p_1).
\]

Replace \(\varepsilon_3\) by \(k_3\). In the first term write \(\not k_3=\not p_1-(\not p_1-\not k_3)\). Since \(\not p_1u(p_1)=0\) and \((\not p_1-\not k_3)^2=t\), that term becomes \(-\not\varepsilon_4\). In the second, \(p_1-k_4=k_3-p_2\). Writing \(\not k_3=(\not k_3-\not p_2)+\not p_2\) and using \(\bar v(p_2)\not p_2=0\) gives \(+\not\varepsilon_4\). The sum vanishes. Exchanging the photon labels gives the same result for photon 4.

The total amplitude therefore does not depend on either reference momentum, although each diagram does. The references may be chosen anew for each helicity amplitude.

A massless \(v\) obeys the same equation as \(u\), so the same spinors serve for both, up to phases. Each diagram has three gamma matrices between the outer spinors. An odd number of them leaves two fermion lines, \(\langle2|\cdots|1]\) and \([2|\cdots|1\rangle\). The first describes an electron of helicity \(-\tfrac12\) and a positron of helicity \(+\tfrac12\); the second reverses both.

### Equal photon helicities

Take the line \(\langle2|\cdots|1]\). For a photon of positive helicity,

\[
\langle2|\not\varepsilon_+(k,q)=\frac{\sqrt2\,\langle2q\rangle}{\langle qk\rangle}[k| .
\]

If both photons are positive, \(q_3=q_4=p_2\) makes both diagrams vanish, because each has one photon matrix next to \(\langle2|\).

For negative helicity,

\[
\not\varepsilon_-(k,q)|1]=\frac{\sqrt2\,[q1]}{[kq]}|k\rangle .
\]

If both photons are negative, \(q_3=q_4=p_1\) makes both diagrams vanish. Thus \(M(3^+4^+)=M(3^-4^-)=0\) in the massless tree amplitude.

### Opposite photon helicities

For \(3^+4^-\), choose \(q_3=p_2\). Then \(\langle2|\not\varepsilon_3=0\), and the \(u\) diagram disappears whatever \(q_4\) is. Choose \(q_4=p_1\) to simplify the remaining diagram:

\[
\not\varepsilon_3|1]=\frac{\sqrt2\,[31]}{\langle23\rangle}|2\rangle,\qquad
\langle2|\not\varepsilon_4=\frac{\sqrt2\,\langle24\rangle}{[41]}[1| .
\]

The propagator numerator lies between \([1|\) and \(|2\rangle\). Since \([1|\not p_1=0\),

\[
[1|(\not p_1-\not k_3)|2\rangle=-[13]\langle32\rangle=[13]\langle23\rangle .
\]

The factor \(\langle23\rangle\) cancels. With \([31]=-[13]\),

\[
M(3^+4^-)=-\frac{2e^2\langle24\rangle[31][13]}{t\,[41]}
=\frac{2e^2\langle24\rangle[13]^2}{t\,[41]} .
\]

Finally \(t=-2p_1\cdot k_3=-\langle13\rangle[31]=\langle13\rangle[13]\), so

\[
M(3^+4^-)=2e^2\frac{\langle24\rangle[13]}{\langle13\rangle[41]} .
\]

Momentum conservation between \(\langle2|\) and \(|1]\) gives \(\langle24\rangle[41]=-\langle23\rangle[31]=\langle23\rangle[13]\). Multiplying numerator and denominator by \(\langle24\rangle\) yields

\[
M(3^+4^-)=2e^2\frac{\langle24\rangle^2}{\langle13\rangle\langle23\rangle},\qquad
|M(3^+4^-)|^2=4e^4\frac{(-t)^2}{(-t)(-u)}=4e^4\frac tu .
\]

The square has a pole in \(u\), although the surviving diagram has the propagator \(1/t\). The pole belongs to the amplitude and is present for every choice of references; with references held away from the external momenta, or chosen as in Variation 1, the \(u\) diagram carries it. The choice \(q_3=p_2\), which removed the \(u\) diagram, moves the pole into the \(t\) diagram: when \(u\to0\), this reference becomes parallel to photon 3 and the polarization denominator \(\langle23\rangle\) vanishes. The choice of \(q_4\) is not responsible. For any \(q_4\), the propagator numerator gives \([q_4|(\not p_1-\not k_3)|2\rangle=[q_4|(\not k_4-\not p_2)|2\rangle=[q_44]\langle42\rangle\), which cancels the denominator \([4q_4]\) and leaves \(\langle23\rangle\). In the calculation above \(\langle23\rangle\) was cancelled instead, leaving \([41]\), which has the same modulus. The propagator \(1/t\), by contrast, is cancelled by the numerator brackets \(\langle24\rangle[13]^2\). The propagator of the surviving diagram therefore does not by itself show where the amplitude is singular; the polarization denominators must be included.

The two diagrams turn into each other when the photon labels are exchanged. This exchanges \(t\) and \(u\), so

\[
M(3^-4^+)=2e^2\frac{\langle23\rangle^2}{\langle14\rangle\langle24\rangle},\qquad
|M(3^-4^+)|^2=4e^4\frac ut .
\]

### The squared sum

For the line \([2|\cdots|1\rangle\), exchange angle and square brackets and reverse the photon helicities. This turns \(\not\varepsilon_+\) into \(-\not\varepsilon_-\), and conversely. The two signs cancel, and the moduli are unchanged. The second line therefore doubles the sum:

\[
\boxed{\sum_{\text{helicities}}|M|^2=8e^4\left(\frac ut+\frac tu\right)} .
\]

Of the 16 helicity combinations, four contribute. Averaging over the four initial spin states gives \(2e^4(u/t+t/u)\).

### Cross section and numbers

The flux factor is \(4p_1\cdot p_2=2s\). In the centre-of-mass frame, momentum conservation removes one photon integral and leaves

\[
\frac{d\Omega}{(2\pi)^2}\int\frac{k^2\,dk}{4k^2}\,\delta(\sqrt s-2k)=\frac{d\Omega}{32\pi^2} .
\]

With \(e^4=16\pi^2\alpha^2\),

\[
\frac{d\sigma}{d\Omega}=\frac{2e^4}{2s\cdot32\pi^2}\left(\frac ut+\frac tu\right)
=\frac{\alpha^2}{2s}\left(\frac ut+\frac tu\right)
=\frac{\alpha^2}{s}\,\frac{1+\cos^2\theta}{\sin^2\theta} .
\]

The last form uses \(t=-s(1-\cos\theta)/2\) and \(u=-s(1+\cos\theta)/2\). Since the photons are identical, a total rate is obtained by integrating over half the sphere.

At the given point, \(s=100\), \(t=-25\) and \(u=-75\) GeV². Therefore \(u/t+t/u=3+0.3333=3.3333\), and the helicity sum is \(8\times3.3333\,e^4=26.667\,e^4\). With \(\alpha=0.00729735\),

\[
\frac{d\sigma}{d\Omega}=\frac{(0.00729735)^2}{200\ \text{GeV}^2}\times3.3333
=8.88\times10^{-7}\ \text{GeV}^{-2}\,\text{sr}^{-1}.
\]

Multiplication by \((\hbar c)^2\) converts this to \(0.346\) nb/sr. Loop corrections and soft-photon emission are left out.

The massless formula requires \(-t\) and \(-u\) to be much larger than \(m^2\). Near the forward direction \(-t\approx s\theta^2/4\), so the condition is \(\theta\gg2m/\sqrt s\), about \(10^{-4}\) rad here. The same distance must be kept from \(\theta=\pi\). Extended to these endpoints, the integrated massless cross section diverges logarithmically.

At \(60^\circ\), restoring the electron mass raises the spin sum by a fraction \(1.1\times10^{-8}\) of its massless value at the same \(s\) and angle. With the muon mass the fraction is \(4.8\times10^{-4}\). The ratio of these changes agrees with the squared mass ratio to about 0.1%, as expected for a leading correction proportional to \(m^2\). The numerical check obtains these values from massive Dirac traces and confirms the massless sum independently.

## Two variations

### Variation 1: remove the other diagram

*Obtain \(M(3^+4^-)\) on the line \(\langle2|\cdots|1]\) from the \(u\) diagram alone.*

Choose \(q_3=k_4\) and \(q_4=p_2\). The \(t\) diagram then contains

\[
[2|(\not p_1-\not k_3)|4\rangle=[2|(\not k_4-\not p_2)|4\rangle=0 .
\]

In the \(u\) diagram,

\[
\langle2|\not\varepsilon_3=\frac{\sqrt2\langle24\rangle}{\langle43\rangle}[3|,\qquad
\not\varepsilon_4|1]=\frac{\sqrt2[21]}{[42]}|4\rangle,\qquad
[3|(\not p_1-\not k_4)|4\rangle=[31]\langle14\rangle .
\]

Using \(u=-\langle14\rangle[41]\),

\[
M=2e^2\frac{\langle24\rangle[21][31]}{\langle43\rangle[42][41]} .
\]

Momentum conservation between \([2|\) and \(|3\rangle\) gives \([21]\langle13\rangle=[24]\langle43\rangle\), so \(\langle43\rangle[42]=-[21]\langle13\rangle\). Substitution and \([31]=-[13]\) return \(2e^2\langle24\rangle[13]/(\langle13\rangle[41])\), as before.

If both references instead point halfway between \(\mathbf p_1\) and the normal \(\mathbf p_1\times\mathbf k_3\), neither diagram vanishes. At the numerical point their shares of the amplitude are \(0.4286+0.4949i\) for \(t\) and \(0.5714-0.4949i\) for \(u\). The shares add to one.

### Variation 2: polarized beams

*The electron has helicity \(-\tfrac12\) and the positron \(+\tfrac12\). Find the cross section and the photon helicities at the same point.*

One fermion line contributes, and there is no initial spin average. The sum over photon helicities is \(4e^4(u/t+t/u)\), twice the unpolarized average. The cross section is therefore \(2\times0.3456=0.691\) nb/sr.

The squared amplitudes are \(12e^4\) for \(3^-4^+\) and \(1.3333e^4\) for \(3^+4^-\), a ratio of \((u/t)^2=9\). Photon 3, emitted in the electron's forward hemisphere, thus has negative helicity in 90% of events at this angle. At \(90^\circ\), where \(t=u\), both assignments are equally likely. Reversing both beam helicities reverses the preference, so it cancels for unpolarized beams.

## Calculated quantities

```
centre-of-mass energy sqrt(s) = 10.0 GeV
scattering angle theta = 60.0 degrees
s = 100.0000 GeV^2
t = -25.0000 GeV^2
u = -75.0000 GeV^2
modulus of <12> = 10.0000 GeV
modulus of <13> = 5.0000 GeV
modulus of <24> = 5.0000 GeV
modulus of <14> = 8.6603 GeV
modulus of <23> = 8.6603 GeV
share of each diagram in M(3+,4-), line <2|...|1] (dimensionless):
  q3=p2, q4=p1: t diagram +1.0000 +0.0000 i
  q3=p2, q4=p1: u diagram +0.0000 +0.0000 i
  q3=k4, q4=p2: t diagram +0.0000 +0.0000 i
  q3=k4, q4=p2: u diagram +1.0000 +0.0000 i
  q3=q4=generic: t diagram +0.4286 +0.4949 i
  q3=q4=generic: u diagram +0.5714 -0.4949 i
generic q: direction halfway between p1 and the normal p1 x k3
|M(3+,4-)|/e^2 = 1.1547 (dimensionless)
|M(3-,4+)|/e^2 = 3.4641 (dimensionless)
|M(3+,4-)|^2/e^4 = 1.3333 (dimensionless)
|M(3-,4+)|^2/e^4 = 12.0000 (dimensionless)
u/t + t/u = 3.3333 (dimensionless)
helicity sum of |M|^2/e^4 = 26.6667 (dimensionless)
same sum from the Dirac trace = 26.6667 (dimensionless)
fine-structure constant alpha = 0.00729735 (dimensionless)
e^2 = 4 pi alpha = 0.091701 (dimensionless)
spin-averaged |M|^2 = 0.056061 (dimensionless)
d(sigma)/d(Omega) = 8.8752e-07 GeV^-2 per sr
d(sigma)/d(Omega) = 0.3456 nb per sr
electron mass = 5.109990e-04 GeV
relative change of spin sum, electron mass = 1.114e-08
muon mass = 1.056584e-01 GeV
relative change of spin sum, muon mass = 4.758e-04
ratio of the two changes = 42708.6
squared mass ratio = 42753.1
```
